The Yennie-Frautschi-Suura factor for a bound on total soft-photon energy, part 2

A scattered charge radiates soft photons of energy ω. P_tot is the probability that their energies sum to less than Δ, P_each that no single one exceeds Δ. For a spectrum ending sharply at Λ, P_each = (Δ/Λ)^η, P_tot = P_each × F and

F(η) = exp(−γ_E η)/Γ(1 + η).   (1)

P_tot = (Δ/Λ)^η e^{−γ_E η}/Γ(1 + η),   Δ ≤ Λ.   (20)

dP/dW = F(η) η W^{η−1}/Λ^η.   (21)

Here W < Λ is the total radiated energy and γ_E = lim(H_n − ln n), with H_n = Σ_{j=1}^n 1/j. The probabilities multiply σ_Λ, the cross section summed over soft photons. Units: ħ = c = 1, α = e²/4π, energies in MeV, metric (+,−,−,−).

Leg n has charge Q_n e, mass m_n, momentum p_n, velocity v_n, and σ_n = +1 if outgoing, −1 if incoming. The photon direction is n̂, ⊥ means transverse to n̂, and a_i = p·k_i for photon momenta k_i on one leg. A mode displaced by β holds r photons with probability P_r:

Σ_perm 1/[a₁(a₁ + a₂)…(a₁ + … + a_r)] = 1/(a₁a₂…a_r).   (4)

P_r = e^{−N} N^r/r!,   N = |β|².   (5)

dN = η dω/ω,   η = (α/4π²) ∫dΩ |Σ_n σ_nQ_n v_{n⊥}/(1 − n̂·v_n)|².   (8)

η = −(α/π) Σ_{n,m} σ_nσ_mQ_nQ_m χ_nm coth χ_nm,   cosh χ_nm = p_n·p_m/(m_n m_m).   (11)

A Feynman-parameter integral leads from (8) to (11). For one unit charge scattered from p to p′, mass m, Q² = −(p − p′)²,

η = (2α/π)(χ coth χ − 1).   (12)

or (2α/π)[ln(Q²/m²) − 1] for large χ.

Photons below Δ have total energy x in units of Δ, with density ρ(x) and transform φ(s) = ⟨e^{−sx}⟩. With E₁(s) = ∫_s^∞ e^{−t}dt/t,

φ(s) = exp[−η Ein(s)],   Ein(s) = ∫₀^s (1 − e^{−t}) dt/t.   (15)

Ein(s) = γ_E + ln s + E₁(s),   (17)

φ(s) = e^{−γ_E η} s^{−η} exp[−ηE₁(s)] = e^{−γ_E η} s^{−η} Σ_{j≥0} (−η)^j E₁(s)^j/j!.   (18)

Term j of (18) contributes to ρ(x) only for x > j. A detector may bound Σ w(n̂)ω, and dN = f(n̂)dΩ dω/ω.

6. The delay equation and the region above the cutoff

Equation (15) gives a second route to F that makes no use of (17). Differentiating, −φ′(s) = η(1 − e^{−s})φ(s)/s. The left side is the transform of xρ(x). On the right, φ/s is the transform of the cumulative probability G(x) = ∫₀^xρ, by integration by parts, and e^{−s}φ/s is the transform of G(x − 1), with G = 0 for negative argument. Hence

x G′(x) = η[G(x) − G(x − 1)].   (22)

On 0 < x < 1 the delayed term is absent, and xG′ = ηG gives G = Cx^η. Multiplying (22) by x^{−η−1} gives d(x^{−η}G)/dx = −ηx^{−η−1}G(x − 1), which determines G on each unit interval from the interval before. The whole solution is proportional to C, the condition G(∞) = 1 fixes C, and F = G(1) = C. Numerical integration gives C = 0.9921816, 0.8455013, 0.5614595 and 0.1576184 for η = 0.1, 0.5, 1 and 2, equal to (1) in all seven decimal places.

With the unit of energy read as Λ instead of Δ, G(Δ/Λ) is P_tot for any Δ, and (22) shows how (20) fails for Δ > Λ. There the j = 1 term of (18) enters:

ρ(x) = [e^{−γ_E η}/Γ(η)] [x^{η−1} − η∫₁^x (x − y)^{η−1}dy/y],   1 < x < 2.   (23)

For η = 1 this is e^{−γ_E}(1 − ln x). Since ∫₁²ln x dx = 2 ln 2 − 1, G(2) = e^{−γ_E}(3 − 2 ln 2) = 0.906030, whereas the continued power law gives 2e^{−γ_E} = 1.122919, which is not a probability. The subtracted term removes single photons above the cutoff, which the power law would count although the spectrum does not contain them.

7. Product form and expansion in η

Integrating by parts n times, each time differentiating the power of (1 − t/n), gives ∫₀^n t^η(1 − t/n)^n dt = n^{η+1} n!/[(η + 1)(η + 2)…(η + n + 1)]. The left side tends to Γ(1 + η), being dominated by t^ηe^{−t}. On the right n/(η + n + 1) → 1, so 1/Γ(1 + η) = lim n^{−η}Π_{j=1}^n(1 + η/j). By definition e^{−γ_E η} = lim n^η e^{−ηH_n}. The powers of n cancel in the product:

F(η) = Π_{j≥1} (1 + η/j) e^{−η/j}.   (24)

Since 1 + z ≤ e^z, every factor is at most 1, so F ≤ 1, as the inclusion of one event in the other demands. The logarithmic derivative of each factor, 1/(j + η) − 1/j, is negative, so F falls steadily as η grows. For η < 1, ln(1 + z) − z = −Σ_{k≥2}(−z)^k/k, and summing over j with ζ(k) = Σ_j j^{−k} gives

ln F = −Σ_{k≥2} (−η)^k ζ(k)/k,   F = 1 − (π²/12)η² + (ζ(3)/3)η³ + O(η⁴),   (25)

with ζ(2) = π²/6. The coefficients are π²/12 = 0.822467 and ζ(3)/3 = 0.400686. Euler's constant has disappeared: the exponential in (1) cancels the linear term of ln Γ(1 + η). There can be no term of order η, because for one photon the two bounds are the same condition, and a one-loop calculation cannot distinguish them. Keeping only one of the two parts of F introduces a spurious first-order error of size γ_E η.

The η² term has a direct meaning. The quantity 1 − F is the probability that photons each below Δ sum to more than Δ, which needs at least two of them. At lowest order (5) gives two photons the weight (1/2!)η² dy₁dy₂/(y₁y₂), so

1 − F ≈ (η²/2)∫₀¹(dy₁/y₁)∫_{1−y₁}^1 dy₂/y₂ = (η²/2)∫₀¹[−ln(1 − y₁)]dy₁/y₁ = (η²/2)Σ_{k≥1}1/k² = π²η²/12.   (26)

The third step expands −ln(1 − y) = Σy^k/k and integrates term by term. The region is infrared finite: when y₁ is small, y₂ is confined to a strip of width y₁, which cancels the factor 1/y₁.

8. A smooth upper cutoff

The place of e^{−γ_E η} in the final formula depends on how Λ is defined, as a second choice of cutoff shows. Take the spectrum η e^{−ω/Λ}dω/ω, measure energy in units of Λ, and set ξ = Δ/Λ. The exponent in (15) becomes K(s) = ∫₀^∞e^{−y}(1 − e^{−sy})dy/y. Its derivative is ∫₀^∞e^{−(1+s)y}dy = 1/(1 + s), and K(0) = 0, so K = ln(1 + s) and φ = (1 + s)^{−η}. This is the transform of e^{−x}x^{η−1}/Γ(η). Expanding e^{−x} = 1 − x + … and integrating up to ξ,

P_tot = [ξ^η/Γ(1 + η)] [1 − ηξ/(1 + η) + …],   (27)

with no Euler constant. The mean number of photons above Δ is now ηE₁(ξ), and (17) with Ein(ξ) = ξ + … gives E₁(ξ) = −γ_E − ln ξ + ξ + …, so P_each = e^{γ_E η}ξ^η(1 − ηξ + …). Dividing, and using η − η/(1 + η) = η²/(1 + η),

P_tot/P_each = F(η)[1 + η²ξ/(1 + η) + …].   (28)

The constant has moved into P_each, and the ratio still tends to F. The correction arises because this spectrum departs from η/ω below Δ at relative order ξ. For η = 0.5 and ξ = 10⁻³ the exact ratio is 0.8456421 against F = 0.8455013, a relative shift of 1.6660 × 10⁻⁴, and (28) predicts 0.25 × 10⁻³/1.5 = 1.6667 × 10⁻⁴.

9. Example: electron scattering on carbon-12

Take as chosen inputs an electron of energy E = 250 MeV scattered through θ = 60° by a carbon-12 nucleus at rest, with Z = 6 and M = 11174.86 MeV (twelve atomic mass units less six electron masses), a separation scale Λ = 25 MeV and a bound Δ = 1 MeV on laboratory photon energy. The constants are α/π = 0.002322819 and m_e = 0.510999 MeV. The bound lies below 2m_e, so no real pair fits inside it, and below the first nuclear excitation, which is at roughly 4 MeV. Elastic kinematics give E′ = 247.2345 MeV, recoil energy 2.7655 MeV, Q = 248.6129 MeV and ln(Q²/m_e²) = 12.374569.

The products σQ are +1 for the incoming electron e, −1 for the outgoing electron e′, −Z for the incoming nucleus N and +Z for the outgoing nucleus N′. The electron part of (11) is (12) with χ(e,e′) = 12.374578, where coth χ = 1 to the digits shown:

η_e = 2 × 0.002322819 × (12.374578 − 1) = 0.0528422.   (29)

The logarithmic form gives 0.0528421. The nuclear part is Z² times (12) at small χ(N,N′) = 0.022247:

η_N = 36 × 2 × 0.002322819 × 0.022247²/3 = 0.0000276.   (30)

In the interference part each pair appears twice in the double sum. The angles are χ(e,N) = χ(e′,N′) = 6.885995 and χ(e,N′) = χ(e′,N) = 6.874871. They are equal in pairs because (p + P)² = (p′ + P′)² and (p − P′)² = (p′ − P)², with P and P′ the nuclear momenta. The charge products are −Z for (e,N) and (e′,N′) and +Z for the other two pairs, and the small departures of coth χ from 1 cancel to the accuracy shown, so

η_int = −2(α/π)Z[−2 × 6.885995 + 2 × 6.874871] = 12 × 0.002322819 × 0.022248 = 0.0006201.   (31)

This term is odd in the lepton charge and would be negative for a positron. The total is η = 0.0528422 + 0.0006201 + 0.0000276 = 0.0534899, and direct quadrature of (8) over the sphere gives the same seven decimals.

With ln(Λ/Δ) = ln 25 = 3.218876, the mean number of photons between Δ and Λ is 0.0534899 × 3.218876 = 0.172177, and P_each = e^{−0.172177} = 0.841830. The one-photon approximation gives 1 − 0.172177 = 0.827823. For the factor (1), e^{−γ_E η} = 0.969597 and Γ(1 + η) = 0.971823. Each differs from 1 by about three percent, and their ratio is F = 0.9977086, so 1 − F = 0.0022914. The series (25) gives 1 − 0.0023532 + 0.0000613 = 0.9977081, and the remaining 5 × 10⁻⁷ comes from the terms of order η⁴ and higher. A simulation that generates the photons one by one gives 0.99768 ± 0.00003. Then

P_tot = 0.841830 × 0.9977086 = 0.839901,   (32)

lower than P_each by 0.001929. Exponentiation changes the one-photon value by 0.841830 − 0.827823 = 0.014007, about seven times as much, so F is the smaller of the two multiphoton effects here. Setting (Δ_eq/Λ)^η = P_tot defines the per-photon cut that mimics the total bound, Δ_eq = ΔF^{1/η} = 0.95802 MeV. By (25), ln(Δ_eq/Δ) ≈ −π²η/12, which is first order in η.

The two factors in (32) are not equally accurate. The true spectrum departs from η/ω for two reasons. First, a photon emitted by the incoming electron lowers the energy at which the scattering takes place. This multiplies the emission from that leg, about half of the total, by 1 + κω/E, with κ = −d ln σ/d ln E the steepness of the elastic cross section at fixed angle. Second, emission nearly along a fast electron that keeps a fraction z = 1 − ω/E of its energy is proportional to (1 + z²)/(1 − z), which is the soft form 2E/ω times 1 − ω/E to first order. This applies to both legs. The relative departure is therefore roughly (κ − 2)ω/2E, and the exponent of P_each changes by an amount of order (κ − 2)ηΛ/2E. For a point nucleus κ ≈ 2, and the two effects nearly cancel. Carbon is not pointlike at Q = 1.26 fm⁻¹: a Gaussian form factor, whose square is exp(−Q²R²/3) with charge radius R ≈ 2.47 fm, adds 2Q²R²/3 ≈ 6.5 and gives κ ≈ 8.5, so the change is about 0.02. The Gaussian lacks the diffraction minimum of carbon near 1.8 fm⁻¹ and understates the slope: an oscillator shell-model form factor of the same radius gives κ of about 10. Near ω = Λ the departure is also no longer small, so the first-order formula is only a rough guide there. The change is best read as 0.02 to 0.03, roughly ten times 1 − F. A prediction of the cross section at that level needs the hard-photon spectrum, and the dependence on Λ then cancels against σ_Λ. The factor F uses only photons below Δ, so 1 − F is corrected only at relative order (κ − 2)Δ/2E, one to two percent for carbon at this momentum transfer.

For a larger exponent, consider radiation from the initial state alone in e⁺e⁻ annihilation at a chosen √s = 91 GeV. Both legs are incoming with opposite charges, so the cross term again has σσQQ = −1 and (12) holds, with s = 2m_e²(1 + cosh χ). This gives χ = 24.18001, η = 2 × 0.002322819 × 23.18001 = 0.107686 and F = 0.990970, a correction of 0.9 percent. This applies only if the hard cross section is constant over the range Δ; this energy lies on a resonance, so Δ must be far below its width of about 2.5 GeV: a bound of a tenth of the width already shifts the rate by an amount comparable to this 0.9 percent. A bound above 2m_e also admits real pairs, which the photon spectrum does not describe (section 10).

10. Conditions of validity

Result (20) rests on the independence of the emissions and on the form η dω/ω. The first holds because photons carry no charge and the current is fixed. It fails when the photons below Δ change the momenta of the legs appreciably, and it does not carry over unchanged to gluons, which radiate from one another. The second fails when the hard amplitude varies on a scale comparable to the photon energy. A narrow resonance of width below Δ is an example, since a photon emitted from the initial state moves the collision energy off the peak, and (21) must then be convolved with the varying cross section. It also fails when Δ reaches thresholds for pairs or for excitation of the target. The masses must be nonzero, since η grows as ln(Q²/m²). If the apparatus recombines photons collinear with an outgoing charge into that particle's energy, those directions have w = 0. They drop out of the bound, and η in F is then the integral of f over the remaining directions.

The numerical check below tests the steps listed here by routes independent of the formulas derived. It verifies (4) symbolically for two and three photons, obtains (5) by diagonalizing a displaced oscillator, integrates (8) over the sphere for comparison with (11), and evaluates the Feynman-parameter integral and (17) by quadrature, with γ_E = 0.577215665 found both from the harmonic sum and from Ein(1) − E₁(1). It integrates the delay equation (22), compares its normalization with (1) and its Laplace transform with (15), and confirms G(2) for η = 1. It generates Poisson photons down to a cutoff e^{−16}Λ and counts the events passing each bound. For η = 1 this gives 0.5597 ± 0.0013 against 0.5614595, within one and a half standard deviations. It also computes the two-photon integral in (26), finding 1.6449341 = π²/6, the Taylor coefficients in (25), and the smooth-cutoff ratio (28).

Numbers as computed

```
alpha = 0.007297353, alpha/pi = 0.002322819, m_e = 0.510999 MeV
gamma: harmonic sum 0.577215665, Ein(1)-E1(1) 0.577215665
two-photon integral = 1.6449341, pi^2/6 = 1.6449341
pi^2/12 = 0.822467, zeta(3)/3 = 0.400686
inputs: Z = 6, M = 11174.86 MeV, E = 250.0 MeV, theta = 60 deg
inputs: Lambda = 25.0 MeV, Delta = 1.0 MeV
E' = 247.2345 MeV, recoil T = 2.7655 MeV
Q = 248.6129 MeV, ln(Q^2/m^2) = 12.374569
chi(e,e') = 12.374578, chi(N,N') = 0.022247
chi(e,N) = 6.885995
chi(e,N') = 6.874871
chi(e',N) = 6.874871
chi(e',N') = 6.885995
eta electron = 0.0528422 (log form 0.0528421)
eta interference = 0.0006201, eta nucleus = 0.0000276
eta total = 0.0534899, sphere quadrature = 0.0534899
ln(Lambda/Delta) = 3.218876, mean photons in (Delta,Lambda) = 0.172177
one-photon value 1 - eta ln = 0.827823
P_each = 0.841830, Monte Carlo = 0.8418
exp(-gamma eta) = 0.969597, Gamma(1+eta) = 0.971823
F = 0.9977086, 1-F = 0.0022914
F Monte Carlo = 0.99768 +- 0.00003
pi^2 eta^2/12 = 0.0023532, zeta3 eta^3/3 = 0.0000613
P_total = 0.839901, P_each - P_total = 0.001929
Delta equivalent for per-photon cut = 0.95802 MeV
e+e- at sqrt(s) = 91 GeV: chi = 24.18001, eta = 0.107686, F = 0.990970
table: eta, F(formula), C(delay equation), G(2)
  0.053490  0.9977086  0.9977086  0.999987
  0.100000  0.9921816  0.9921816  0.999912
  0.500000  0.8455013  0.8455013  0.987345
  1.000000  0.5614595  0.5614595  0.906030
  2.000000  0.1576184  0.1576184  0.544544
eta=1: G(2) = 0.906030, naive 2 exp(-gamma) = 1.122919
eta=1 Monte Carlo F = 0.5597 +- 0.0013
smooth cutoff, eta=0.5, Delta/Lambda=1e-3: ratio = 0.8456421, F = 0.8455013
  predicted relative shift eta^2 x/(1+eta) = 1.6667e-04, found 1.6660e-04
```
